Self-Crossing String Loops in Conformal Film Growth

**The argument under review**

The manuscript follows a conformal film on a corrugated surface by moving every surface node along its initial normal. At a film thickness of 80 nm the computed line crosses itself in each valley. The authors draw three conclusions: the lowest point of the line on the valley axis is the new valley floor; the loop encloses a void; and a cleaner profile results if the segments whose direction has reversed are cut out. The question is which parts of this line, if any, are not film surface, and what the remainder says about the film.

**What the line does**

Let gas lie above the solid, let the normal growth speed F be constant and independent of orientation, and write d = Ft for the thickness. The starting profile, with its valley at x = 0, is

h0(x) = −A cos(kx), k = 2π/L,

with A = 100 nm and L = 400 nm. With W = √(1 + h0'²), the tilt θ satisfies sinθ = h0'/W and cosθ = 1/W. The normal into the gas is (−sinθ, cosθ), so the node that starts at x = s moves to

X(s) = s − d sinθ(s), Y(s) = h0(s) + d cosθ(s).

Differentiating the sine gives

d(sinθ)/ds = h0''/W − h0'²h0''/W³ = h0''/W³ = κ,

the curvature, positive in a valley. Likewise d(cosθ)/ds = −h0'h0''/W³ = −h0'κ. Hence

X_s = 1 − dκ, Y_s = h0'(1 − dκ).

The line keeps the slope of its starting point but reverses direction where dκ > 1. From the valley to x = L/4 the numerator of κ falls and its denominator rises, and from there to the crest κ is negative. The largest curvature is therefore κ0 = Ak², at the bottom, and folding begins at

d_fold = 1/(Ak²) = 40.53 nm.

At 80 nm the reversed part is |s| < 28.66 nm. It ends in two cusps at x = ±16.48 nm, y = −23.99 nm.

By mirror symmetry the line crosses itself on the axis, where X = 0. Define g(s) = d sinθ(s) − s. It starts at zero with slope dκ0 − 1 > 0. Up to L/4 it is concave, because κ decreases; beyond L/4 it falls, because sinθ falls; at L/2 it is negative. It therefore has one positive root s_c, beyond the cusp value, where g has its maximum. Using d = s_c/sinθ(s_c), the crossing height is

Y_c = h0(s_c) + d cosθ(s_c) = h0(s_c) + s_c/h0'(s_c).

Here s_c = 63.84 nm and the slope is 1.324, so Y_c = −53.8 + 48.2 = −5.6 nm. The node from the valley bottom sits at −100 + 80 = −20 nm. The two candidates for the valley floor differ by 14.4 nm, 18% of the film thickness.

**Where the film really ends**

The film consists of all points within distance d of the initial solid. It contains at least these points: a tiny seed anywhere in the solid would grow into a disc of radius d, and a film that contains the seed at the start cannot later fall behind it. It contains no more: the curves of constant distance from the solid themselves advance at unit speed per unit thickness, and a front touching a smooth part of such a curve from behind shares its normal and cannot overtake it. At a valley corner of the curve, the touching front has a slope between those of the two flanks, so it rises no faster than the steeper flank and cannot overtake there either.

Now take a node with 0 < s < s_c. There g > 0, so X < 0: the node has crossed the axis. Compare its squared distances to its own foot at s and to the mirror foot at −s, which has the same height:

(X + s)² − (X − s)² = 4sX < 0.

Its own foot is at distance d, so the mirror foot is nearer than d. The node lies inside film that the opposite flank deposited earlier. For s = 0 the two feet coincide, and a neighbouring foot at small r must be used instead. With h0(r) ≈ −A + κ0r²/2, the squared distance is

r² + (d − κ0r²/2)² = d² + r²(1 − dκ0) + O(r⁴),

which is below d² once dκ0 > 1. In the example the alleged valley floor is 71.0 nm from the solid, so it was covered when the film was 71.0 nm thick.

Growth does reach these places, but it reaches them earlier from elsewhere, and the later ray finds no gas to grow into. A ray from s stops being surface when it meets its mirror twin on the axis, at thickness

d_b(s) = s/sinθ(s).

For s = 40 nm, h0' = 0.923 and sinθ = 0.678, so the ray ends at 59.0 nm. The manuscript continues it to 80 nm.

**The rest of the line survives**

Take an outer surface point with 0 < x < L/2 and a nearest foot on the initial profile. If the foot lies outside the interval from 0 to L/2, reflections about the valley and crest axes bring it inside without increasing its distance, since they leave h0 unchanged. At a nearest foot the connecting segment is normal to the profile, so the surface point is a node of the line whose starting point r lies in this interval. Nodes with 0 < r < s_c have X < 0, and r = 0 has X = 0, so r > s_c. In that range 1 − dκ > 0, and X rises steadily from 0 to L/2. Each x then has one such r, and every r beyond s_c is used. The film surface is the part s_c ≤ |s| ≤ L/2 of each period, joined at the corner.

A direct test agrees. For 401 nodes with starting points 1 nm apart across one period, the shortest distance to the initial profile was found by search. The nodes nearer than d were those with |s| < s_c, and no others.

The proposed repair therefore removes too little. The reversed part makes up 45% of the range of starting points that must go. The remaining 55% runs in the proper direction and is nevertheless buried. If it is kept, two sheets overlap between x = −16.48 and 16.48 nm. The sign of 1 − dκ is local information, whereas burial is decided by a different part of the surface.

**How the loop opens**

Just past folding, let ε = dκ0 − 1 be small. Expanding the slope and then the sine to third order in s gives

sinθ ≈ κ0s − cs³, c = κ0(k²/6 + κ0²/2).

The crossing condition s = d sinθ becomes s_c² = ε/(dc). Since 1 − dκ ≈ −ε + 3dcs² and h0' ≈ κ0s, integrating Y_s from 0 to s_c gives the height error of the naive floor:

Y_c − Y(0) ≈ κ0(−εs_c²/2 + 3dcs_c⁴/4) = κ0ε²/(4dc).

The error starts quadratically, so a run stopped soon after folding may look harmless. At 80 nm, ε = 0.97 is not small: the estimate gives 8.6 nm against the full 14.4 nm.

**Why the viscosity solution makes this choice**

A surface of slope h_x that advances by one unit along its normal rises by 1/cosθ, so

h_d = G(h_x), G(p) = √(1 + p²).

This holds on smooth pieces but is silent at a corner. A viscosity solution is a continuous h that also obeys a rule for smooth functions φ touching it at a point: φ_d ≤ G(φ_x) if φ touches from above, and φ_d ≥ G(φ_x) if it touches from below.

A valley corner is locally the larger of two smooth solutions with slopes p1 < p2. No smooth φ can touch it from above, since φ would need both gradients at once. If φ touches from below, its rise in any direction cannot exceed the larger of the two rises. Its gradient then lies on the segment between the two gradients; otherwise some direction would separate it from both. So, for some λ between 0 and 1,

φ_x = λp1 + (1 − λ)p2,
φ_d = λG(p1) + (1 − λ)G(p2) ≥ G(φ_x).

The inequality follows from G'' = (1 + p²)^(−3/2) > 0, so the valley corner is admissible. A sharp ridge is the smaller of two solutions. It can be touched from above, where the rule demands the opposite inequality, and strict convexity violates it. The ridge must be replaced by a rounded arc, the disc grown from its tip. Deletion alone thus completes the string solution for a smooth starting profile such as this one, but not for one with sharp ridges.

The height of the film described above is

h(x, d) = max over |u| ≤ d of [h0(x + u) + √(d² − u²)].

It is continuous, solves the equation on its smooth pieces and has admissible corners; at the instant of folding the slope is still continuous. It is therefore a viscosity solution, and the standard uniqueness theorem, not proved here, says there is no other with the same starting profile. Taking the lowest sheet of the line instead would make the height jump at the cusps.

A second route is to let the speed depend weakly on curvature, as 1 + bκ. Multiplying by W gives

h_d = √(1 + h_x²) + b h_xx/(1 + h_x²),

which smooths the corner and forms no loop. At 80 nm the floor lies above Y_c by 3.95, 1.90 and 0.92 nm for b = 2, 1 and 0.5 nm on a mesh of 0.25 nm; refining the mesh raises these to 3.96, 1.92 and 0.95 nm. The lift roughly halves with b, so the floor tends to −5.6 nm and not to −20 nm.

The corner also moves differently from a node. On the axis each flank rises at √(1 + 1.324²) = 1.659 nm per nm of film, while the naive floor rises at 1. At this thickness their separation grows by 0.66 nm for each further nanometre deposited.

**The loop is not a void**

Consider the signed area under the line over one period, S = ∫ Y X_s ds. Differentiate with respect to d and integrate by parts; the end terms vanish because sinθ = 0 at the crests. Then

dS/dd = ∫ (Y_d X_s − X_d Y_s) ds
= ∫ (1 − dκ)(cosθ + h0' sinθ) ds
= ∫ (1 − dκ)W ds,

where the last step uses cosθ + tanθ sinθ = 1/cosθ = W. The first term integrates to the initial arc length P. In the second, κW = h0''/W² = dθ/ds, which integrates to zero over a period. Since h0 has zero mean, S = Pd = 585.48 × 80 = 46,838 nm².

The line runs rightwards along the upper edges of the loop and leftwards along its lower edge, so the loop enters S with a positive sign. Its area is 189.5 nm², and

film area = 46,838 − 189.5 = 46,649 nm².

The manuscript's line counts the loop as deposited material twice. Counting the passes of the line above a point, rightward as +1 and leftward as −1, gives 0 in the gas, 1 in ordinary film and 2 in the loop. A void would give 0.

The area error is 0.4% of the film area, although the floor is wrong by 14.4 nm. A total-mass comparison is thus a weak detector here. The growth rate shows the same effect: new film area per unit thickness equals the true surface length, 570.25 nm per period, whereas the string uses 585.48 nm throughout.

Real voids must not be deleted along with the loops. Take a round cavity of radius 60 nm, centred 90 nm below a flat surface and opening through a slit of half-width 30 nm. The slit closes at d = 30 nm. At 32 nm, on a 1 nm grid, the points still farther than d from the solid form two separate regions: the outside gas and a pocket of 2603 nm². The grid overstates this area by about 1.3%; the exact geometry gives 2569 nm². The pocket is gas that no front has reached. After closure precursor cannot enter, so the distance rule no longer applies inside, and the void stays as it was at closure, at d = 30 nm, and is therefore larger than this figure: about 2970 nm² if growth inside stays uniform up to closure. In a real process the narrowing slit limits the precursor supply shortly before it closes, which would leave the void somewhat larger still.

**Etching**

In isotropic etching the gas expands into the solid, so −h obeys the growth equation and the loops form at crests. The present profile is its own negative shifted by half a period. After 80 nm of etching the crest is therefore at 5.6 nm, not at the naive 20 nm, and the sharp crest is now the admissible corner.

**Bearing on a real deposition**

The numbers correspond to alumina grown by atomic layer deposition from trimethylaluminium and water: 800 cycles at 0.1 nm per cycle and 473 K, rough typical values for growth and temperature. The corrugation is a round-number choice. One assumption to check is saturation of the surface reaction. For a precursor pressure of 0.1 Torr the flux is 1.90×10⁵ molecules per nm² per second. Take a rough reaction probability of 10⁻³, 4 sites per nm², a 0.5 s pulse and the smallest fraction of open sky found on the starting and final profiles, 0.332. Counting direct arrivals alone, the unreacted fraction is

exp(−0.332 × 10⁻³ × 1.90×10⁵ × 0.5/4) = 4×10⁻⁴,

or 0.03 nm of missing film. The result depends strongly on the pulse length. At 0.1 s, with all else fixed, the same estimate leaves 21% unreacted. If that held in every cycle, about 16.5 nm of thickness would be missing at the most shaded point. But direct arrivals alone are a poor guide here. With a reaction probability of 10⁻³ nearly every molecule bounces, and it leaves the open valley after a few bounces. Few are used up on the way, so for diffuse re-emission every spot receives nearly the full flux. Replacing 0.332 by 1 leaves about 0.9% unreacted at 0.1 s, or 0.7 nm of missing film, almost the same everywhere. The water step is assumed saturated.

Three other effects can be sized in the same rough way. The mean free path at 1 Torr total pressure, for an assumed collision diameter of 0.4 nm, is about 70 μm, far above the pitch, so molecules cross the valley without gas collisions. One cycle moves the corner by 0.17 nm. A smoothing length of 0.5 nm, an assumed molecular scale, lifts it by 0.9 nm. If the growth rate depends on orientation, G may lose its convexity, and the corner rule used above must be derived anew.

**Requested changes**

The valley floor should be given as −5.6 nm and the void claim withdrawn. The direction filter should be replaced by a distance test against the initial solid, or by an upwind solution of the height equation where its assumptions hold. Enclosed gas should be identified separately, by whether it is still connected to the outside. The main computed values are collected in the numerical output.

Computed results

```
amplitude A = 100 nm, pitch L = 400 nm
growth per cycle = 0.1 nm, cycles = 800
film thickness d = 80.0 nm
thickness at first folding = 40.53 nm
cusp starting point s = 28.66 nm
cusp positions x = +/-16.48 nm, y = -23.99 nm
crossing starting point s_cross = 63.84 nm
reversed share of deleted s-range = 0.449
slope beside corner = 1.324
true corner height = -5.58 nm
naive string height at x=0, s=0 = -20.00 nm
height error of naive point = 14.42 nm
distance of naive point s=0 to solid = 71.02 nm
largest d minus distance on loop = 24.29 nm
ray from s = 40 nm is buried at d = 58.97 nm
max gap, trimmed string vs discs = 1.8e-05 nm
corner rise per nm of film: formula = 1.6593
corner rise per nm of film: discs = 1.6593
initial arc length per period = 585.48 nm
signed string area per period = 46838.3 nm^2
true film area per period = 46648.8 nm^2
loop area = 189.5 nm^2
true surface length per period = 570.25 nm
film area growth per nm of film = 570.25 nm
cover count gas, film, loop = 0, 1, 2
b = 2.0 nm: corner lift 3.95 nm, max gap 3.95 nm
b = 1.0 nm: corner lift 1.90 nm, max gap 1.90 nm
b = 0.5 nm: corner lift 0.92 nm, max gap 0.92 nm
etched crest height: true = 5.58 nm
etched crest height: naive = 20.00 nm
cavity radius = 60 nm, slit half-width = 30 nm
void area at d = 32 nm = 2603 nm^2
temperature = 473 K, pulse = 0.5 s
precursor 0.1 Torr, total 1.0 Torr
reaction probability = 1e-03
site density = 4 per nm^2
precursor molar mass = 72.09 g/mol
collision diameter = 0.4 nm
precursor flux = 1.902e+05 per nm^2 per s
lowest sky fraction: start 0.545, end 0.332
unreacted site fraction, direct flux only = 3.7e-04
resulting thickness deficit = 0.030 nm
mean free path = 68.9 um
```
